Current-Driven Populations of a Quantum Spin from Tunneling Rates

A rate calculation for a magnetic atom under a tunneling tip must pair each process with its true reverse, in which the electron also travels back. With a spin-polarized tip, the rates for one direction of electron flow do not balance among themselves even at zero bias, and keeping that direction alone gives wrong populations. An error of this kind survives a test of probability conservation, because a wrong set of rates can conserve probability perfectly well.

**Model and conventions**

The spin S has the Hamiltonian

H = D Sz² + E(Sx² − Sy²) + gμB B Sz,

with levels E_m and states |m⟩. Spin operators are dimensionless. Electrons scatter between a tip T and a substrate S; where S labels a lead it is a subscript. The density of states for electron spin σ = ±1 along z in lead a is ρ_a(1 + σP_a), with P_T = P and P_S = 0. The scattering amplitude from lead a to lead b is

(J_ab/2)(w + σ·S),

where σ now stands for the Pauli matrices and w measures spin-independent scattering. The couplings factorize, J_ab² = J_aa J_bb. With j_a = J_aa ρ_a this gives J_ab² ρ_a ρ_b = j_a j_b.

The elementary charge e is positive, V is the sample voltage, and μT − μS = eV. Positive V therefore drives electrons from tip to substrate. The leads have flat bands and remain in equilibrium at temperature T. Coupling is treated to lowest order, and level splittings must be well above level widths, so that populations suffice. B is the total field: it includes the static exchange field of the tip, which this model does not predict.

**The rate of one process**

Let the spin go from m to n, with Δ = E_n − E_m, while an electron goes from a to b. An electron of initial energy ε ends at ε − Δ. The available energy window is

∫ f(ε − μa)[1 − f(ε − Δ − μb)] dε.

Put y = (ε − μa)/kT, x = μa − μb − Δ and s = x/kT. Since ε − Δ − μb = kT(y + s), the integrand is

1/[(1 + e^y)(1 + e^(−y−s))]
= [1/(1 + e^y) − 1/(1 + e^(y+s))]/(1 − e^(−s)).

The second form follows by putting the difference over a common denominator: its numerator is e^(y+s)(1 − e^(−s)). The difference of two Fermi steps displaced by s has integral s. Restoring dε = kT dy gives

ζ(x) = x/(1 − e^(−x/kT)).

At x = 0 its limit is kT. Two identities follow directly:

ζ(−x) = e^(−x/kT) ζ(x),
ζ(x) − ζ(−x) = x.

For the spin factor, write σ± = (σx ± iσy)/2 and S± = Sx ± iSy. Then

σ·S = σz Sz + σ+ S− + σ− S+.

An up electron that leaves as a down electron raises the local spin. Its weight is (1 + P_a)(1 − P_b). Summing the four combinations of initial and final electron spin gives

W_ab(m→n) = (1+P_a)(1+P_b)|wδ_nm + ⟨n|Sz|m⟩|²
 + (1−P_a)(1−P_b)|wδ_nm − ⟨n|Sz|m⟩|²
 + (1+P_a)(1−P_b)|⟨n|S+|m⟩|²
 + (1−P_a)(1+P_b)|⟨n|S−|m⟩|².

The golden rule then reads

R_ab(m→n) = (2π/ħ)(j_a j_b/4) W_ab(m→n) ζ(μa − μb − Δ).

The factor 1/4 is the square of the 1/2 in the amplitude.

**Which process balances which**

Reverse both motions: the spin goes n→m and the electron b→a. The first two terms of W are unchanged. Because |⟨m|S+|n⟩|² = |⟨n|S−|m⟩|², the last two terms exchange places, polarization factors included. Hence W_ba(n→m) = W_ab(m→n). The argument of ζ changes sign, so

R_ab(m→n)/R_ba(n→m) = exp[(μa − μb − Δ)/kT].

At V = 0 let p_m be proportional to exp(−E_m/kT). This relation becomes

p_m R_ab(m→n) = p_n R_ba(n→m).

Summing over a and b balances every pair of levels, so the Boltzmann distribution is stationary for any tip polarization. Summing the same relation over m and n for a = T, b = S shows that equal numbers of electrons pass each way, so the current vanishes.

One direction alone does not balance. Take E = 0, so that the states are labelled by M, and consider M→M+1 at zero bias with electrons going from tip to substrate. Then

R_TS(M→M+1)/R_TS(M+1→M) = [(1+P)/(1−P)] e^(−Δ/kT).

For P = 0.3 the prefactor is 1.3/0.7 = 1.857. If this were the only channel kept, the error would multiply along the ladder. For S = 5/2 there are five rungs, and the ratio of highest to lowest population would be wrong by 1.857⁵ ≈ 22.

**Conservation and the linear system**

Let R(m→n) be the sum over all four lead pairs TS, ST, SS and TT. The populations obey

dp_n/dt = Σ_m≠n [R(m→n) p_m − R(n→m) p_n].

Each transition appears once as a gain and once as a loss, so Σ_n dp_n/dt = 0 at any bias. In matrix form dp/dt = Gp, and every column of G sums to zero.

If the diagonal of G is filled in as minus the column sum, this property holds by construction and cannot reveal a missing final state. A more demanding check computes the loss without naming final states. For one lead pair and one choice of electron spins, let A be the spin operator in the amplitude and K the remaining prefactor. The total rate out, elastic events included, is

L_m = K ⟨m|A† ζ(μa − μb − H + E_m) A|m⟩.

Inserting Σ_n |n⟩⟨n| = 1 before the last A turns this into the sum of K|⟨n|A|m⟩|² ζ(μa − μb − E_n + E_m) over n. A truncated set of levels would make the two disagree. The operator function can be evaluated as a Chebyshev polynomial in the matrix H, with no eigenstates as intermediates. For the example below, at 8 mV and degree 100, the largest relative mismatch between loss and summed gain is 1.4 × 10⁻¹⁴.

The algorithm is short:

1. Diagonalize H and transform Sz and S+.
2. Form R for the four lead pairs, using ζ ≈ kT + x/2 near x = 0 to avoid dividing two small numbers.
3. Assemble G, replace one row by ones, and solve for p with 1 on the right of that row and 0 elsewhere.
4. Obtain the current from I = e Σ_mn p_m[R_TS(m→n) − R_ST(m→n)], keeping the elastic terms n = m.

Replacing a row loses nothing, since the rows of G add to zero and one equation is redundant. If the rates connect all levels, the stationary solution is unique and the new system is nonsingular.

For a time-dependent pulse, p(t) = exp(Gt)p(0). An explicit step p + δt Gp also preserves the sum, but it keeps every population nonnegative for arbitrary starting populations only if δt times the largest loss rate is at most 1. A unit sum is therefore no evidence that the time step is acceptable.

**How rate errors enter the populations**

Let the generator change by a small δG. To first order, Gp = 0 and (G + δG)(p + δp) = 0 give

G δp = −δG p.

Suppose G has a complete set of right eigenvectors r_k with eigenvalues −λ_k, and write δG p = Σ_k c_k r_k. The stationary mode is absent from this sum because δG also conserves probability. Then

δp = Σ_k (c_k/λ_k) r_k.

Slow modes magnify rate errors most. A common relative error in all rates is harmless: δG = cG gives δG p = 0. Stationary populations depend on rate ratios, while relaxation times and currents depend on absolute rates.

**Where the current inverts a rung**

The case E = 0 has a closed result. Levels then form a chain in which M changes by at most one. In the stationary state no net probability can flow across the end rung, and hence across any rung. So p_(M+1)/p_M = u/d, where u and d are the total rates up and down that rung. Both contain the same squared matrix element of S+, which cancels. With Δ = E_(M+1) − E_M and common factors removed,

u = jT jS[(1+P)ζ(eV−Δ) + (1−P)ζ(−eV−Δ)]
 + [jS² + (1−P²)jT²]ζ(−Δ),

d = jT jS[(1−P)ζ(eV+Δ) + (1+P)ζ(−eV+Δ)]
 + [jS² + (1−P²)jT²]ζ(Δ).

Pair terms whose arguments are opposite and use ζ(x) − ζ(−x) = x. The (1+P) terms give (1+P)(eV−Δ), and the (1−P) terms give −(1−P)(eV+Δ). Their sum is 2PeV − 2Δ, so

u − d = jT jS(2PeV − 2Δ) − [jS² + (1−P²)jT²]Δ.

Setting this to zero gives the bias at which the two populations are equal:

eV = Δ[2 + jS/jT + (1−P²)jT/jS]/(2P).

Temperature has cancelled, although it still controls the populations away from this bias. For positive P and Δ, inversion needs positive V. For P = 0 and positive Δ, u is smaller than d at every bias: an unpolarized current heats the spin but does not invert it in this axial model.

The two coupling terms compete. A weak tip loses to substrate relaxation, whereas a strong tip relaxes the spin through tip-to-tip scattering. Their sum is smallest at jT/jS = 1/√(1−P²), where they are equal, and the inversion bias becomes

eV_min = Δ[1 + √(1−P²)]/P.

For P = 0.3 this is 6.5Δ. It is the lowest inversion bias obtainable by changing jT/jS at fixed P, and it applies only while both couplings remain weak.

**A manganese-like example**

Take S = 5/2, g = 2, D = −0.04 meV, E = 0.007 meV, B = 3 T and T = 1 K, so kT = 0.0862 meV. The tip has P = 0.3; the other choices are w = 2 and jS = 0.02. The tip coupling is fixed by a junction conductance G₀ = 0.5 µS, defined as the high-bias conductance averaged over M. Summed over final states and averaged over M, W_TS is (from the sums in the section on reading) 2[w² + S(S+1)] = 2 × 12.75 = 25.5, so

G₀ = (2πe²/ħ)(jT jS/4) × 25.5.

With 2πe²/ħ ≈ 1529 µS, this gives jT = 0.5/(1529 × 0.02 × 25.5/4) = 0.00256.

Diagonalization gives levels at −1.119, −0.612, −0.185, 0.164, 0.432 and 0.619 meV. Their mean Sz values differ from −5/2, …, 5/2 by less than 0.006, so the axial formula should be a good guide. At zero bias the lowest level holds 0.9972 of the population and the next 0.0028, as Boltzmann factors require.

Solving the linear system at several biases gives:

V (mV): mean Sz; lowest p; highest p; I (nA)
−8: −1.92; 0.640; 0.007; −3.08
−2: −2.31; 0.849; 0.000; −0.70
0: −2.50; 0.997; 0.000; 0
2: −1.79; 0.619; 0.020; 0.82
4: −0.62; 0.313; 0.122; 1.88
8: 0.45; 0.129; 0.267; 4.11

Both signs of current heat the spin, but of the biases listed only 4 and 8 mV raise mean Sz above −1. Negative bias does not write a clean ground state: at −8 mV the lowest level keeps just 64% of the population. Switching the current off and waiting gives a purer low state.

For the axial model the bracket in the inversion formula is

2 + 7.80 + 0.91 × 0.128 = 9.92.

The rung gaps are Δ = gμB B + D(2M+1), or 0.507, 0.427, 0.347, 0.267 and 0.187 meV from bottom to top. The middle rung inverts at 0.347 × 9.92/0.6 = 5.74 mV. The lowest needs 8.38 mV and the highest 3.10 mV. This explains the populations of the full model at 8 mV, from lowest to highest level:

0.129, 0.126, 0.133, 0.153, 0.193, 0.267.

They fall across the first rung, which is not yet inverted, and rise across the others. Root finding in the full model places zero mean Sz at 5.72 mV, close to the inversion of the middle rung.

A stochastic simulation provides populations without solving the linear system. It draws waiting times and individual events from the same rates and counts transferred electrons. At 8 mV, 40 batches of 10,000 events gave 0.269 ± 0.003 for the highest level and 4.120 ± 0.008 nA for the current, where the errors are standard errors over batches. The linear solution gives 0.267 and 4.112 nA. This agreement tests the solution and the current formula, not the physical assumptions behind the rates.

**Writing, reading and forgetting**

Starting from equilibrium, an 8 mV pulse gives mean Sz = −1.52 after 0.2 ns, 0.06 after 1 ns and 0.45 after 5 ns. The slowest relaxation time, from the smallest nonzero λ_k, is 0.49 ns at 8 mV and 0.85 ns at zero bias. The element is volatile: its written state fades within nanoseconds of the end of the pulse.

Reading relies on the dependence of current on M. For an axial state, the elastic weight is

(1+P)(w+M)² + (1−P)(w−M)² = 2(w² + M²) + 4PwM.

At high positive bias, spin flips add

(1+P)[S(S+1) − M(M+1)] + (1−P)[S(S+1) − M(M−1)]
= 2[S(S+1) − M²] − 2PM.

The sum is 2[w² + S(S+1) + PM(2w−1)]. At high negative bias the electron enters the polarized tip instead, the flip term in PM changes sign, and 2w−1 becomes 2w+1. For M = ±5/2 the differential conductance is therefore G₀(1 ± 0.18) at high positive bias and G₀(1 ± 0.29) at high negative bias.

At a read bias of 1 mV, which is not in the high-bias limit, the full model gives 0.35 nA for the lowest level and 0.60 nA for the highest. The highest level lives 0.64 ns at this bias, against 0.77 ns at zero bias. A current of 0.60 nA is 3.75 electrons per nanosecond, so on average about 2.4 net electrons pass during that lifetime. This is too few to identify the state in a single reading; the write and read sequence must be repeated and averaged.

**Errors of the model**

The largest inelastic level width at 8 mV is 0.013 meV, or 7% of the smallest level gap. This ratio alone would suggest noticeable effects from coherences. A density-matrix calculation that retains them, but omits coupling-induced level shifts, changes no population by more than about 5 × 10⁻⁷. Symmetry limits the effect: for E = 0 and polarization along z, rotation about z multiplies a coherence between M and M′ by a phase but leaves populations unchanged, so the two cannot mix. The small E used here breaks this symmetry only weakly. A tip polarized at an angle to z breaks the symmetry even for E = 0. Symmetry is not the whole reason for the small number, however: for E = 0 and a tip tilted by 45°, with the total field still along z and level shifts again omitted, the change is still only about 4 × 10⁻⁶. For other parameters the effect must be calculated anew.

The same width is 15% of kT. Since ħ/kT sets the memory time of the leads, this ratio is a cautious scale for corrections to the memoryless rates at this bias. Because ζ is nearly linear away from x = 0, a rough smearing of ζ over the level widths changes the rates between neighboring levels by only a few percent. The estimate does not cover the exponentially small activated rates near zero bias. Higher-order exchange scattering can give larger corrections. Leading-order Kondo scaling, dj/d ln Λ = −j² with Λ the energy scale, changes a rate proportional to j² by a fraction of about 2j ln(Λ₁/Λ₂). The logarithm in the driven tip-to-substrate rate is cut off near eV, and that in the substrate-to-substrate rate near the rung gap Δ, which here exceeds kT. At each inversion bias eV/Δ = 9.92/0.6 = 16.5, so for antiferromagnetic coupling the substrate rate gains about 2 × 0.02 × ln 16.5 = 0.11 relative to the driven rate. The bracket 9.92 would then grow by about 0.11 × 7.80 = 0.9, and the inversion biases by roughly 7 to 9%, least for the highest rung, whose gap is closest to kT.

Manganese atoms on a thin copper nitride layer over copper are a real case of this kind, with anisotropies well below 1 meV and measurements at kelvin temperatures. The anisotropies here are rough typical values; jS, w and P are model choices that must be fitted to a given atom and tip. This includes the sign of P: reversing it reverses the bias needed for inversion. One delicate assumption is the fixed total field. In mean field, polarized electrons in an energy range ε of the tip give a coefficient of Sz of size jT Pε. For a rough band depth of 1 eV this is 0.77 meV, equivalent to 6.6 T and larger than the 3 T used. Its actual size and sign depend on the tip's electronic structure, so the total field must be calibrated with the tip in place. Raising it by 1 T, with all else fixed, lowers mean Sz at 8 mV from 0.45 to 0.07. Its change with bias is smaller. If the band edge stayed fixed while μT rose by 8 meV, the coefficient would change by 0.006 meV, or about 0.05 T; a band that shifts rigidly with μT gives no change at this order.

Two other estimates are minor here. A rough hyperfine coupling of 1 µeV and a nuclear spin of 5/2 shift a gap by up to about 1.3% of the smallest one. A rough charge-excitation energy of 1 eV makes eV/(1 eV) equal to 0.8%, the scale on which the scattering amplitude varies with energy. Spin-phonon relaxation is omitted and not sized; it would add to the loss of the written state and raise the bias needed for inversion. The field calibration, the tip polarization and the substrate relaxation rate thus deserve attention before further digits in the populations.
